# Odd-even conductance of a half-filled atomic chain between wide-band electrodes: test program

```python
"""Odd-even conductance of a half-filled atomic chain.

Result under test, at the Fermi energy E = 0 and equal contacts:
  odd N:  T = 1
  even N: T = 4 g^2 / (1 + g^2)^2,  g = Gamma / (2 t)
N: number of atoms; t: hopping (eV); Gamma: width from each contact (eV);
T: transmission per spin; conductance = (2 e^2 / h) T.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, quad_vec
from scipy.special import expit

hop = 1.0
gamma = 1.2
spacing = 0.27
read_voltage = 0.1
temperature = 358.0
sizes = range(1, 7)
g = gamma / (2 * hop)
kT = const.k * temperature / const.e
G0 = 2 * const.e**2 / const.h


def hamiltonian(onsite, hops):
    H = np.diag(np.asarray(onsite, float))
    for j, value in enumerate(hops):
        H[j, j + 1] = H[j + 1, j] = -value
    return H


def green(E, H, gL=gamma, gR=gamma):
    """Retarded Green matrices for one energy or an array of energies."""
    n = len(H)
    effective = H.astype(complex)
    effective[0, 0] -= 0.5j * gL
    effective[-1, -1] -= 0.5j * gR
    E = np.asarray(E, float)
    return np.linalg.inv(E[..., None, None] * np.eye(n) - effective)


def transmission(E, H, gL=gamma, gR=gamma):
    return gL * gR * np.abs(green(E, H, gL, gR)[..., 0, -1])**2


def uniform(n, level=0.0):
    return hamiltonian([level] * n, [hop] * (n - 1))


def wave_matching(E, H, gL, gR, lead_hop, lead_center=0.0):
    """Scattering solution with explicit semi-infinite electrode chains."""
    n = len(H)
    k = np.arccos(-(E - lead_center) / (2 * lead_hop))
    phase = np.exp(1j * k)
    cL = np.sqrt(gL * lead_hop / (2 * np.sin(k)))
    cR = np.sqrt(gR * lead_hop / (2 * np.sin(k)))
    M = np.zeros((n + 2, n + 2), complex)
    b = np.zeros(n + 2, complex)
    M[0, 0], M[0, 1], b[0] = -lead_hop / phase, cL, lead_hop * phase
    M[1:n + 1, 1:n + 1] = E * np.eye(n) - H
    M[1, 0] += cL
    b[1] = -cL
    M[n, n + 1] += cR
    M[n + 1, n], M[n + 1, n + 1] = -cR, lead_hop / phase
    return abs(np.linalg.solve(M, b)[-1])**2


def closed_form(E, n, ratio):
    theta = np.arccos(complex(E / (2 * hop)))

    def U(m):
        return (np.sin((m + 1) * theta) / np.sin(theta)).real
    return 1 / (1 + (U(n) + ratio**2 * U(n - 2))**2 / (4 * ratio**2))


def even_value(ratio):
    return 4 * ratio**2 / (1 + ratio**2)**2


def occupations(n, level=0.0):
    """Zero-temperature occupation of every site, per spin."""
    H = uniform(n, level)

    def density(E):
        G = green(E, H)
        weight = np.abs(G[:, 0])**2 + np.abs(G[:, -1])**2
        return gamma * weight / (2 * np.pi)
    return quad_vec(density, -np.inf, 0, epsabs=1e-9, epsrel=1e-9)[0]


def averaged(H, thermal, voltage=0.0):
    """Current / voltage in units of G0, or its zero-voltage limit."""
    edge = voltage / 2 + 30 * thermal
    E = np.linspace(-edge, edge, 2001)
    if voltage:
        window = (expit((voltage / 2 - E) / thermal)
                  - expit((-voltage / 2 - E) / thermal)) / voltage
    else:
        window = 1 / (4 * thermal * np.cosh(E / (2 * thermal))**2)
    return np.sum(transmission(E, H) * window) * (E[1] - E[0])


def resonance_scale(n):
    return 2 * gamma / abs(n + 1 - g**2 * (n - 1))


# Explicit electrodes against the closed formulas, several couplings.
for n in list(sizes) + [21, 40]:
    for width in (0.3, 1.2, 2.0, 5.0):
        ratio = width / (2 * hop)
        expected = 1.0 if n % 2 else even_value(ratio)
        direct = wave_matching(0.0, uniform(n), width, width, 3.0)
        assert abs(direct - expected) < 1e-9
for n in sizes:
    for E in (-2.3, -0.7, 0.31, 1.4, 2.6):
        direct = wave_matching(E, uniform(n), gamma, gamma, 1e6)
        # A finite electrode band leaves an error of order E / bandwidth.
        assert abs(direct - closed_form(E, n, g)) < 1e-5
        assert abs(direct - transmission(E, uniform(n))) < 1e-5

# Half filling and its loss when the level is raised.
for n in sizes:
    assert np.max(np.abs(occupations(n) - 0.5)) < 1e-6
    assert occupations(n, 0.2).sum() < n / 2 - 1e-3

# Isolated levels, the zero mode and its end weights.
nearest = {}
for n in sizes:
    levels, modes = np.linalg.eigh(uniform(n))
    counted = np.arange(1, n + 1)
    formula = np.sort(2 * hop * np.cos(counted * np.pi / (n + 1)))
    assert np.allclose(levels, formula, atol=1e-12)
    index = np.argmin(np.abs(levels))
    nearest[n] = abs(levels[index])
    if n % 2:
        assert nearest[n] < 1e-12
        ends = modes[[0, -1], index]**2
        assert np.allclose(ends, 2 / (n + 1), atol=1e-12)
    else:
        gap = 2 * hop * np.sin(np.pi / (2 * (n + 1)))
        assert abs(nearest[n] - gap) < 1e-12

# Curvature of the odd resonance and low-temperature loss.
for n in (1, 3, 5):
    scale = resonance_scale(n)
    loss = 1 - transmission(1e-3, uniform(n))
    assert abs(loss * scale**2 / 1e-6 - 1) < 1e-3
    cold = const.k * 30 / const.e
    thermal_loss = 1 - averaged(uniform(n), cold)
    law = np.pi**2 / 3 * (cold / scale)**2
    assert abs(thermal_loss / law - 1) < 0.01

# Unequal contacts with an unchanged product of the two widths.
wide, narrow = gamma * np.sqrt(2), gamma / np.sqrt(2)
unequal = []
for n in sizes:
    value = wave_matching(0.0, uniform(n), wide, narrow, 3.0)
    odd_value = 4 * wide * narrow / (wide + narrow)**2
    product_ratio = np.sqrt(wide * narrow) / (2 * hop)
    expected = odd_value if n % 2 else even_value(product_ratio)
    assert abs(value - expected) < 1e-9
    unequal.append(value)

# Unequal bonds: a general chain and a mirror-symmetric chain.
for bonds in ([1.1, 0.7, 0.9, 1.3], [1.3, 0.6, 0.6, 1.3]):
    s = bonds[0] * bonds[2] / (bonds[1] * bonds[3])
    H = hamiltonian([0] * 5, bonds)
    direct = wave_matching(0.0, H, gamma, gamma, 3.0)
    assert abs(direct - 1 / np.cosh(np.log(s))**2) < 1e-9
assert abs(direct - 1) < 1e-9

# Finite electrode band whose centre lies away from the Fermi energy.
half_band, band_center = 5.0, 1.0
cos_k = band_center / half_band
end_shift = -gamma / 2 * cos_k / np.sqrt(1 - cos_k**2)
skewed = []
for n in sizes:
    value = wave_matching(0.0, uniform(n), gamma, gamma,
                          half_band / 2, band_center)
    H = uniform(n)
    H[0, 0] += end_shift
    H[-1, -1] += end_shift
    assert abs(value - transmission(0.0, H)) < 1e-9
    skewed.append(value)

# Other neglected effects for the example.
ideal = [float(transmission(0.0, uniform(n))) for n in sizes]
warm = [averaged(uniform(n), kT) for n in sizes]
biased = []
for n in sizes:
    site = np.arange(1, n + 1)
    ramp = read_voltage * (0.5 - site / (n + 1))
    H = hamiltonian(ramp, [hop] * (n - 1))
    biased.append(averaged(H, kT, read_voltage))
offset = 0.2
shifted = [float(transmission(0.0, uniform(n, offset))) for n in sizes]
charge = [2 * occupations(n, offset).sum() / n for n in sizes]

alternation = 0.1
dimerized = []
for n in sizes:
    bonds = [hop * (1 + alternation * (-1)**j) for j in range(n - 1)]
    H = hamiltonian([0] * n, bonds)
    dimerized.append(float(transmission(0.0, H)))

stiffness = 20.0      # N/m
log_slope = 10.0      # relative change of hopping per nm
bond_rms = np.sqrt(const.k * temperature / stiffness) * 1e9
hop_spread = log_slope * bond_rms
random = np.random.default_rng(7)
vibrating = []
for n in sizes:
    samples = []
    for _ in range(2000):
        bonds = hop * np.exp(hop_spread * random.normal(size=n - 1))
        H = hamiltonian([0] * n, bonds)
        samples.append(float(transmission(0.0, H)))
    vibrating.append(np.mean(samples))

barrier, facing_area = 1.0, 4.0
kappa = np.sqrt(2 * const.m_e * barrier * const.e) / const.hbar * 1e-9
leakage, fields = [], []
for n in sizes:
    length = (n + 1) * spacing
    factor = kappa / (2 * length) + 1 / (4 * length**2)
    density = np.exp(-2 * kappa * length) * factor / (2 * np.pi)
    numeric = quad(lambda q: q / (2 * np.pi) * np.exp(
        -2 * length * np.sqrt(kappa**2 + q**2)), 0, 60,
        epsabs=1e-16, epsrel=1e-9)[0]
    assert abs(numeric / density - 1) < 1e-6
    leakage.append(facing_area * density)
    fields.append(10 * read_voltage / length)


def row(label, values, form=".4f"):
    print(label + ": " + ", ".join(format(v, form) for v in values))


print(f"hopping t = {hop:.2f} eV; contact width Gamma = {gamma:.2f} eV")
print(f"coupling ratio g = Gamma/(2t) = {g:.3f} (no unit)")
print(f"atom spacing = {spacing:.2f} nm; read voltage = {read_voltage:.2f} V")
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"conductance quantum G0 = {G0 * 1e6:.3f} uS")
for n, value in zip(sizes, ideal):
    print(f"N={n}: nearest level {nearest[n]:.4f} eV, T={value:.4f}, "
          f"G={value * G0 * 1e6:.2f} uS, R={1e-3 / (value * G0):.3f} kOhm")
row("resonance scale w, N=1,3,5 (eV)",
    [resonance_scale(n) for n in (1, 3, 5)])
print("Rows below: N=1,2,3,4,5,6; G/G0 has no unit")
row("ideal G/G0", ideal)
row("G/G0 at the stated temperature, zero bias", warm)
row("G/G0 at that temperature and read voltage", biased)
row("current at read voltage (uA)",
    [v * G0 * read_voltage * 1e6 for v in biased], ".3f")
print(f"level offset = {offset:.2f} eV")
row("G/G0 with level offset", shifted)
row("electrons per atom with level offset", charge)
print(f"unequal contact widths = {wide:.4f} and {narrow:.4f} eV")
row("G/G0 with unequal contacts", unequal)
print(f"electrode half-band = {half_band:.1f} eV; "
      f"band centre = {band_center:.1f} eV")
print(f"end-atom shift from that band = {end_shift:.4f} eV per contact")
row("G/G0 with off-centre electrode band", skewed)
print(f"bond alternation = {100 * alternation:.0f} %, strong bond first")
row("G/G0 with bond alternation", dimerized)
print(f"bond stiffness = {stiffness:.0f} N/m; "
      f"hopping log-slope = {log_slope:.0f} per nm")
print(f"thermal bond rms = {bond_rms:.4f} nm; "
      f"relative hopping spread = {hop_spread:.3f}")
row("mean G/G0 with frozen bond fluctuations", vibrating, ".3f")
print(f"oxide barrier = {barrier:.1f} eV; facing area = "
      f"{facing_area:.1f} nm^2; decay kappa = {kappa:.3f} per nm")
row("parallel tunnelling G/G0", leakage, ".2e")
row("mean field at read voltage (MV/cm)", fields, ".3f")
print("all assertions hold")
```

Printed output:

```
hopping t = 1.00 eV; contact width Gamma = 1.20 eV
coupling ratio g = Gamma/(2t) = 0.600 (no unit)
atom spacing = 0.27 nm; read voltage = 0.10 V
temperature = 358 K; kT = 0.03085 eV
conductance quantum G0 = 77.481 uS
N=1: nearest level 0.0000 eV, T=1.0000, G=77.48 uS, R=12.906 kOhm
N=2: nearest level 1.0000 eV, T=0.7785, G=60.32 uS, R=16.578 kOhm
N=3: nearest level 0.0000 eV, T=1.0000, G=77.48 uS, R=12.906 kOhm
N=4: nearest level 0.6180 eV, T=0.7785, G=60.32 uS, R=16.578 kOhm
N=5: nearest level 0.0000 eV, T=1.0000, G=77.48 uS, R=12.906 kOhm
N=6: nearest level 0.4450 eV, T=0.7785, G=60.32 uS, R=16.578 kOhm
resonance scale w, N=1,3,5 (eV): 1.2000, 0.7317, 0.5263
Rows below: N=1,2,3,4,5,6; G/G0 has no unit
ideal G/G0: 1.0000, 0.7785, 1.0000, 0.7785, 1.0000, 0.7785
G/G0 at the stated temperature, zero bias: 0.9978, 0.7802, 0.9944, 0.7830, 0.9896, 0.7867
G/G0 at that temperature and read voltage: 0.9973, 0.7804, 0.9929, 0.7837, 0.9869, 0.7884
current at read voltage (uA): 7.727, 6.046, 7.693, 6.073, 7.647, 6.108
level offset = 0.20 eV
G/G0 with level offset: 0.9730, 0.8000, 0.9336, 0.8337, 0.8875, 0.8764
electrons per atom with level offset: 0.8949, 0.9428, 0.9187, 0.9417, 0.9248, 0.9405
unequal contact widths = 1.6971 and 0.8485 eV
G/G0 with unequal contacts: 0.8889, 0.7785, 0.8889, 0.7785, 0.8889, 0.7785
electrode half-band = 5.0 eV; band centre = 1.0 eV
end-atom shift from that band = -0.1225 eV per contact
G/G0 with off-centre electrode band: 0.9600, 0.7866, 0.9600, 0.7866, 0.9600, 0.7866
bond alternation = 10 %, strong bond first
G/G0 with bond alternation: 1.0000, 0.7069, 0.9608, 0.5540, 0.8548, 0.4152
bond stiffness = 20 N/m; hopping log-slope = 10 per nm
thermal bond rms = 0.0157 nm; relative hopping spread = 0.157
mean G/G0 with frozen bond fluctuations: 1.000, 0.777, 0.956, 0.761, 0.917, 0.742
oxide barrier = 1.0 eV; facing area = 4.0 nm^2; decay kappa = 5.123 per nm
parallel tunnelling G/G0: 1.41e-02, 5.61e-04, 2.57e-05, 1.27e-06, 6.60e-08, 3.53e-09
mean field at read voltage (MV/cm): 1.852, 1.235, 0.926, 0.741, 0.617, 0.529
all assertions hold
```
